# Contact shift of an antiferromagnetic spin-1/2 dimer and its maximum: test program

```python
"""Contact shift of an antiferromagnetic spin-1/2 dimer.

Electrons: H = J S1.S2 + g muB B (S1z + S2z), J > 0 (singlet lowest, gap J).
Nucleus: -hbar gamma B Iz + I.(A1 S1 + A2 S2).
Result under test, with x = J/kT and f(x) = x/(3 + exp(x)):
    shift = (A1 + A2) g muB f(x) / (hbar gamma J),
    single maximum at x = 1 + W(3/e), W = Lambert function.
The tests diagonalize the 4x4 electron Hamiltonian in units J = k = 1;
h1, h2 are the Zeeman energies g_i muB B / J of the two sites.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import lambertw, logsumexp

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
S1 = [np.kron(s, one) for s in (sx, sy, sz)]
S2 = [np.kron(one, s) for s in (sx, sy, sz)]
exchange = sum(a @ b for a, b in zip(S1, S2))


def site_spin(T, h1, h2):
    """Thermal average of S1z from diagonalization."""
    E, V = np.linalg.eigh(exchange + h1 * S1[2] + h2 * S2[2])
    w = np.exp(-(E - E[0]) / T)
    diagonal = np.einsum('ij,ik,kj->j', V.conj(), S1[2], V).real
    return np.sum(w * diagonal) / np.sum(w)


def free_energy(T, h, a1, a2, m):
    """Electron free energy with the nucleus held in Iz = m."""
    H = exchange + (h + m * a1) * S1[2] + (h + m * a2) * S2[2]
    return -T * logsumexp(-np.linalg.eigvalsh(H) / T)


def f(x):
    return x / (3 + np.exp(x))


# Spectrum and projection onto singlet and triplet
levels, vectors = np.linalg.eigh(exchange)
assert np.allclose(levels, [-0.75, 0.25, 0.25, 0.25])
singlet = vectors[:, :1]
P_S = singlet @ singlet.conj().T
P_T = np.eye(4) - P_S
for a, b in zip(S1, S2):
    assert np.allclose(P_T @ a @ P_T, P_T @ (a + b) @ P_T / 2)
    assert np.allclose(P_S @ a @ P_S, 0)
cross_norm = np.linalg.norm(P_T @ S1[2] @ singlet)
assert np.isclose(cross_norm, 0.5)
total_z = S1[2] + S2[2]
assert np.allclose(total_z @ exchange, exchange @ total_z)

# Nuclear splitting from free energies, nucleus coupled to both sites
a1, a2, h = 1e-3, -3e-4, 1e-3
for T in (0.3, 0.6, 1.0, 3.0):
    splitting = (free_energy(T, h, a1, a2, -0.5)
                 - free_energy(T, h, a1, a2, 0.5))
    assert np.isclose(splitting, (a1 + a2) * h * f(1 / T), rtol=1e-5, atol=0)

# Site polarization beyond linear response
for T, h in ((0.2, 0.3), (0.5, 0.8), (1.0, 2.0)):
    b = h / T
    closed = -np.sinh(b) / (1 + 2 * np.cosh(b) + np.exp(1 / T))
    assert np.isclose(site_spin(T, h, h), closed, rtol=1e-10)

# Position, uniqueness and height of the maximum from diagonalization
small = 1e-4


def response(x):
    return -site_spin(1 / x, small, small) / small


W = lambertw(3 / np.e).real
x_max = 1 + W
search = minimize_scalar(lambda x: -response(x), bounds=(0.2, 8),
                         method='bounded', options={'xatol': 1e-8})
assert abs(search.x - x_max) < 1e-4
assert abs(-search.fun - W / 3) < 1e-6
scan = np.array([response(x) for x in np.geomspace(0.05, 12, 200)])
slope_sign = np.sign(np.diff(scan))
assert slope_sign[0] > 0 and np.count_nonzero(np.diff(slope_sign)) == 1


def triplet_population(x):
    w = np.exp(-x * (levels - levels[0]))
    return w[1:].sum() / w.sum()


assert abs(triplet_population(search.x) - (1 - 1 / search.x)) < 1e-4
assert np.isclose(response(2.5), 2.5 * triplet_population(2.5) / 3, rtol=1e-6)

# High- and low-temperature limits
x = 0.01
assert abs((1 - 4 * response(x) / x) / x - 0.25) < 1e-3
x = 12.0
assert abs(response(x) / (x * np.exp(-x)) - 1) < 1e-4


# Unequal g factors: singlet-triplet mixing adds a second term
def unequal_g_response(x, g1, g2):
    mixing = (g1 - g2) / 2 * (np.exp(x) - 1) / (np.exp(x) + 3)
    return (g1 + g2) / 2 * f(x) + mixing


g1, g2 = 2.05, 1.95
for x in (0.3, 1.6, 5.0, 20.0):
    direct = -site_spin(1 / x, g1 * small, g2 * small) / small
    assert np.isclose(direct, unequal_g_response(x, g1, g2), rtol=1e-4)

# Worked example: proton coupled to site 1 only
J_cm, g, A_MHz, B = 200.0, 2.0, 1.0, 9.4
muB = const.physical_constants['Bohr magneton'][0]
gamma = const.physical_constants['proton gyromag. ratio'][0]
J = J_cm * 100 * const.h * const.c
A = A_MHz * 1e6 * const.h
gap_K = J / const.k
T_max = gap_K / x_max
scale = 1e6 * A * muB / (const.hbar * gamma * J)  # ppm, for g = 1
field = g * muB * B / J


def shift_linear(T):
    return scale * g * f(gap_K / T)


def shift_direct(T):
    polarization = site_spin(T / gap_K, field, field)
    return -1e6 * A * polarization / (const.hbar * gamma * B)


def shift_curie(T):
    return 1e6 * A * g * muB / (4 * const.hbar * gamma * const.k * T)


# An uncoupled spin 1/2 polarized by the same field gives the Curie shift
T = 300.0
b = g * muB * B / (const.k * T)
weights = np.exp([-b / 2, b / 2])
free_spin = (weights @ [0.5, -0.5]) / weights.sum()
free_shift = -1e6 * A * free_spin / (const.hbar * gamma * B)
assert np.isclose(free_shift, shift_curie(T), rtol=1e-3)

print(f"Exchange J = singlet-triplet gap: {J_cm:.0f} cm^-1")
print(f"Gap J/k: {gap_K:.1f} K")
print(f"g factor: {g:.2f}")
print(f"Hyperfine coupling A/h to site 1: {A_MHz:.2f} MHz")
print(f"Magnetic field B: {B:.1f} T")
print(f"Proton gamma/(2 pi): {gamma / (2e6 * np.pi):.3f} MHz/T")
print(f"Norm of S1z|singlet>: {cross_norm:.3f} (dimensionless)")
print(f"W(3/e): {W:.5f} (dimensionless)")
print(f"x at maximum, J/(k T_max): {x_max:.5f} (dimensionless)")
print(f"x at maximum by diagonalization: {search.x:.4f} (dimensionless)")
print(f"k T_max / J: {1 / x_max:.5f} (dimensionless)")
print(f"f at maximum: {f(x_max):.5f} (dimensionless)")
print(f"Triplet population at maximum: {triplet_population(x_max):.4f}")
print(f"Dimer/Curie shift ratio at maximum: {4 * f(x_max) / x_max:.4f}")
print(f"Prefactor A g muB/(hbar gamma J): {scale * g:.2f} ppm")
print(f"T_max: {T_max:.1f} K")
print(f"Maximum contact shift: {shift_linear(T_max):.2f} ppm")
print(f"g muB B/(k T_max): {g * muB * B / (const.k * T_max):.4f}")
print("T (K) | linear (ppm) | full field (ppm) | Curie (ppm) | p_triplet")
for T in (50.0, 100.0, 150.0, T_max, 200.0, 300.0, 400.0):
    lin, full = shift_linear(T), shift_direct(T)
    assert abs(full / lin - 1) < 0.02  # remaining term is of order b^2/6
    print(f"{T:6.1f} | {lin:7.3f} | {full:7.3f} | {shift_curie(T):7.2f}"
          f" | {triplet_population(gap_K / T):.4f}")

mixed = minimize_scalar(lambda x: -unequal_g_response(x, g1, g2),
                        bounds=(0.5, 4), method='bounded',
                        options={'xatol': 1e-8})
residual = -site_spin(0.02, g1 * small, g2 * small) / small * scale
assert np.isclose(residual, scale * (g1 - g2) / 2, rtol=1e-4)
print(f"Unequal g factors: g1 = {g1:.2f}, g2 = {g2:.2f}")
print(f"Residual shift as T -> 0, unequal g: {residual:.2f} ppm")
print(f"T_max, unequal g: {gap_K / mixed.x:.1f} K")
print(f"Maximum shift, unequal g: {-mixed.fun * scale:.2f} ppm")
print("OK")
```

Printed output:

```
Exchange J = singlet-triplet gap: 200 cm^-1
Gap J/k: 287.8 K
g factor: 2.00
Hyperfine coupling A/h to site 1: 1.00 MHz
Magnetic field B: 9.4 T
Proton gamma/(2 pi): 42.577 MHz/T
Norm of S1z|singlet>: 0.500 (dimensionless)
W(3/e): 0.60355 (dimensionless)
x at maximum, J/(k T_max): 1.60355 (dimensionless)
x at maximum by diagonalization: 1.6035 (dimensionless)
k T_max / J: 0.62362 (dimensionless)
f at maximum: 0.20118 (dimensionless)
Triplet population at maximum: 0.3764
Dimer/Curie shift ratio at maximum: 0.5018
Prefactor A g muB/(hbar gamma J): 109.65 ppm
T_max: 179.4 K
Maximum contact shift: 22.06 ppm
g muB B/(k T_max): 0.0704
T (K) | linear (ppm) | full field (ppm) | Curie (ppm) | p_triplet
  50.0 |   1.979 |   2.000 |  157.76 | 0.0094
 100.0 |  15.191 |  15.220 |   78.88 | 0.1444
 150.0 |  21.443 |  21.453 |   52.59 | 0.3058
 179.4 |  22.060 |  22.064 |   43.96 | 0.3764
 200.0 |  21.864 |  21.867 |   39.44 | 0.4158
 300.0 |  18.749 |  18.749 |   26.29 | 0.5348
 400.0 |  15.610 |  15.610 |   19.72 | 0.5937
Unequal g factors: g1 = 2.05, g2 = 1.95
Residual shift as T -> 0, unequal g: 2.74 ppm
T_max, unequal g: 172.7 K
Maximum shift, unequal g: 23.45 ppm
OK
```
